# Equal term lists of complementary shells and the half-filled S term

Suppose the terms of $p^4$ are wanted, and the four electrons are coupled as if they were independent. Four orbital momenta $l=1$ reach $L=4$ and four spins reach $S=2$, so the result includes a $^5G$ term with $9\times5=45$ states. But four electrons can be placed in the six spin-orbitals of a $p$ shell in just $\binom64=15$ ways. Most of what the coupling produced is forbidden by the Pauli principle.

Counting allowed occupations cures this. For a shell more than half full, each occupation is described more briefly by the places left empty: $p^4$ has two vacancies, and its terms turn out to be those of $p^2$. The general statement is that $l^N$ and $l^{4l+2-N}$ have the same terms, repetitions included. The same counting shows that the half-filled shell has one term of its highest spin, and that this is an S term.

## Conventions

Angular momenta are in units of $\hbar$. A spin-orbital of the shell is labelled $(m,\sigma)$, with $m=-l,\dots,l$ and $\sigma=\pm\tfrac12$, written $+$ or $-$. There are

$$g=2(2l+1)=4l+2$$

of them. All share one radial function, and the configuration is pure: no electron leaves the shell.

A term $(L,S)$, written $^{2S+1}L$, is a set of $(2L+1)(2S+1)$ states, one for each pair

$$M_L=-L,\dots,L,\qquad M_S=-S,\dots,S .$$

Closed inner shells are left out. Their single determinant has $M_L=M_S=0$, so they add nothing to the sums below.

## Two electrons in a p shell

A Slater determinant is fixed, up to its sign, by the set of occupied spin-orbitals. Its projections are the sums

$$M_L=\sum_{\rm occ}m,\qquad M_S=\sum_{\rm occ}\sigma .$$

Let $D(M_L,M_S)$ be the number of determinants with given sums.

For $p^2$ with both spins up, the two $m$ values must differ. The pairs $(1,0)$, $(1,-1)$ and $(0,-1)$ give $M_L=1,0,-1$, one determinant each. With one spin up and one down, the $m$ values are free, which gives nine determinants. Their sums are $M_L=2$ once, $1$ twice, $0$ three times, and likewise for negative $M_L$. Hence

| $M_S$ | $M_L=0$ | $M_L=1$ | $M_L=2$ |
|---|---|---|---|
| 1 | 1 | 1 | 0 |
| 0 | 3 | 2 | 1 |

The state at $M_L=2$, $M_S=0$ needs a $^1D$ term, since no state with $M_L=2$ has $M_S=1$. The state at $M_L=1$, $M_S=1$ needs a $^3P$ term. At $M_L=M_S=0$ these two terms use two of the three states, and the third is a $^1S$. The dimensions add up correctly:

$$5+9+1=15=\binom62 .$$

Now take $p^4$ and describe each determinant by its two vacancies. The full shell has $M_L=M_S=0$, because each $m$ is accompanied by $-m$ and each spin up by a spin down. If $(1,+)$ and $(0,+)$ are vacant, the four electrons therefore have $M_L=-1$ and $M_S=-1$. Every entry of the $p^2$ table reappears with both labels reversed. The table is unchanged by that reversal, so $p^4$ also has the terms $^3P$, $^1D$ and $^1S$. The false $^5G$ is gone.

## Why counts determine terms

To generalize, we must know that the states do group into complete terms and that the table fixes them.

The total operators $\mathbf L$ and $\mathbf S$ are sums of one-electron operators. Each of these may change $m$ or $\sigma$ but not $l$, so $\mathbf L$ and $\mathbf S$ carry a state of $l^N$ into states of $l^N$. The operators $L^2,L_z,S^2,S_z$ commute, and the space can be divided into their joint eigenspaces.

Let $L_\pm=L_x\pm iL_y$. From $[L_x,L_y]=iL_z$,

$$L_+L_-=L_x^2+L_y^2-i[L_x,L_y]=L^2-L_z^2+L_z .$$

On states with labels $L,M_L$ this is the number

$$L(L+1)-M_L^2+M_L=(L+M_L)(L-M_L+1),$$

which is positive for $-L<M_L\le L$. Since $L_-$ is the adjoint of $L_+$, the overlap of $L_-\psi$ with $L_-\phi$ is this number times the overlap of $\psi$ with $\phi$. Lowering thus keeps independent states independent. Raising does the same in the opposite direction, by the same argument with the sign of $L_z$ reversed. The joint eigenspaces with fixed $L,S$ therefore have equal dimension for all allowed $M_L$, and the spin operators give the same result for $M_S$. Call this common dimension $n_N(L,S)$. It is the number of terms $(L,S)$ in $l^N$.

The determinants form a basis, and each has definite $M_L$ and $M_S$. Counting the states with given projections in the two bases gives

$$D_N(M_L,M_S)=\sum_{L\ge|M_L|}\ \sum_{S\ge|M_S|}n_N(L,S). \tag{1}$$

Here $S$ runs in integer steps, through integers for even $N$ and half-integers for odd $N$.

Equation (1) can be inverted. Set $M_L=L\ge0$ and $M_S=S\ge0$. The sums for $D_N(L,S)$ and $D_N(L+1,S)$ differ by the terms whose orbital momentum equals $L$:

$$D_N(L,S)-D_N(L+1,S)=\sum_{S'\ge S}n_N(L,S').$$

Write the same equation with $S+1$ in place of $S$ and subtract. The part with $S'=S$ remains:

$$\begin{aligned}n_N(L,S)={}&D_N(L,S)-D_N(L+1,S)\\&-D_N(L,S+1)+D_N(L+1,S+1).\end{aligned}\tag{2}$$

Two configurations with the same table $D$ therefore have the same term list.

As a limit, take $N=1$. For $M_S=\tfrac12$ there is one state for each $|M_L|\le l$ and none beyond. Equation (2) gives $n_1(l,\tfrac12)=1-0-0+0=1$. For $L<l$ it gives $1-1-0+0=0$. The single term has $L=l$ and $S=\tfrac12$, as it must for one electron.

## The vacancy map for any shell

Let $A$ be the set of occupied spin-orbitals in a determinant of $l^N$, and $A^c$ the set of vacant ones. Filling $A^c$ instead of $A$ gives a determinant of $l^{g-N}$. Taking the complement twice returns $A$, so the map pairs the determinants of the two configurations one to one.

The sums over the full shell vanish:

$$\sum_{m,\sigma}m=2\sum_{m=-l}^{l}m=0,\qquad \sum_{m,\sigma}\sigma=(2l+1)\left(\tfrac12-\tfrac12\right)=0 .$$

Since $A$ and $A^c$ together make up the full shell,

$$M_L(A^c)=-M_L(A),\qquad M_S(A^c)=-M_S(A),$$

and therefore

$$D_N(M_L,M_S)=D_{g-N}(-M_L,-M_S). \tag{3}$$

The minus signs are removed by a second pairing, this time within $l^{g-N}$. Replace every occupied $(m,\sigma)$ by $(-m,-\sigma)$. This spin-orbital is also in the shell, different ones remain different, and the electron number is unchanged. Both sums change sign, so

$$D_{g-N}(-M_L,-M_S)=D_{g-N}(M_L,M_S).$$

Combined with (3), this is

$$D_N(M_L,M_S)=D_{g-N}(M_L,M_S). \tag{4}$$

Because $g$ is even, $N$ and $g-N$ are both even or both odd, and $S$ runs over the same kind of values in the two configurations. Equation (2) then gives

$$\boxed{\,n_N(L,S)=n_{4l+2-N}(L,S)\quad\text{for every }L,S.\,}$$

The argument compares numbers of states. It needs no rule for the signs of determinants written in terms of vacancies.

At the limit $N=0$, the empty shell has one state with zero projections, hence a $^1S$ term. The full shell also has one determinant with zero projections, and it too is $^1S$. At $N=1$ the result says that a shell lacking one electron has a single term with $L=l$ and $S=\tfrac12$. Thus $d^1$ and $d^9$ both give $^2D$.

## A longer case: four and six d electrons

For $l=2$ the shell has ten places. One determinant of $d^4$ occupies

$$(2,+),\ (1,+),\ (0,+),\ (-1,+),$$

with $M_L=2+1+0-1=2$ and $M_S=4\times\tfrac12=2$. Its vacancies are

$$(-2,+),\ (2,-),\ (1,-),\ (0,-),\ (-1,-),\ (-2,-).$$

When these are filled instead, the five spin-down orbitals add zero to $M_L$, which leaves $M_L=-2$. The spins give $M_S=\tfrac12-\tfrac52=-2$. Both labels have changed sign.

Each configuration has $\binom{10}{4}=\binom{10}{6}=210$ determinants. A computer listing of each set, sorted by projections, gives the same counts for $d^4$ and $d^6$. For $M_L=0,1,\dots,6$ they are

- $M_S=2$: $1,1,1,0,0,0,0$
- $M_S=1$: $8,8,6,4,2,1,0$
- $M_S=0$: $16,14,12,8,5,2,1$

Equation (2) can be applied a row at a time. First subtract the row of next higher $M_S$, which removes the higher spins. Then subtract from each entry its right-hand neighbour, which leaves the number of terms with that $L$. Beyond the last entry the counts are zero.

For $S=2$ there is no higher row. The differences are $0,0,1,0,0,0,0$, which means one $^5D$.

For $S=1$, the row minus the one above it is $7,7,5,4,2,1,0$. The neighbour differences are $0,2,1,2,1,1,0$, so the triplets are

$$^3P(2),\ {}^3D,\ {}^3F(2),\ {}^3G,\ {}^3H,$$

where a number in parentheses counts repeated terms.

For $S=0$, the subtraction gives $8,6,6,4,3,1,1$. The neighbour differences are $2,0,2,1,2,0,1$, so the singlets are

$$^1S(2),\ {}^1D(2),\ {}^1F,\ {}^1G(2),\ {}^1I .$$

The quintet has $5\times5=25$ states, the triplets have $3(6+5+14+9+11)=135$, and the singlets have $2+10+7+18+13=50$. The total is $210$, as required. This one calculation gives the terms of both $d^4$ and $d^6$.

## What equal lists do not say

The theorem concerns labels. It says nothing by itself about energies. A separate result, not derived here, is that for the same radial repulsion integrals the electron repulsion spaces the terms of the two configurations identically, up to a common shift; in real atoms those integrals differ between the two. The theorem also does not fix the order of levels when spin-orbit coupling splits a term. The pair $p^1$ and $p^5$ shows this. Both have the single term $^2P$, whose levels are $J=\tfrac32$ and $J=\tfrac12$.

Take the spin-orbit operator in the one-electron form

$$H_{\rm so}=\zeta\sum_i\mathbf l_i\cdot\mathbf s_i,\qquad \zeta>0,$$

and treat it within the configuration. The state with $M_J=M_L+M_S=\tfrac32$ is one determinant in each case. For $p^1$ the occupied orbital is $(1,+)$. For $p^5$ the vacant one is $(-1,-)$. Being the only state with its $M_J$, each is an eigenstate of $H_{\rm so}$, so its energy is an expectation value.

Write $\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+)$. The last two products move an electron to a different spin-orbital and add nothing to the expectation value, so $\zeta\sum m\sigma$ over occupied orbitals remains. For $p^1$ this is

$$E_{3/2}=\zeta(1)\left(\tfrac12\right)=\tfrac12\zeta .$$

For $p^5$ we use the full-shell sum of $m\sigma$, which is zero, and subtract the vacancy:

$$E_{3/2}=\zeta\left[0-(-1)\left(-\tfrac12\right)\right]=-\tfrac12\zeta .$$

The diagonal elements of $H_{\rm so}$ over all six determinants add to zero in both configurations. The level $J=\tfrac32$ has four states and $J=\tfrac12$ has two, so $4E_{3/2}+2E_{1/2}=0$, or $E_{1/2}=-2E_{3/2}$. This is $-\zeta$ for $p^1$ and $+\zeta$ for $p^5$. The term list is the same, but the order of the levels is reversed.

The labels have a limited range as well. A non-spherical electrostatic field can mix terms of different $L$, although it leaves $S$ intact because it does not act on spin. Spin-orbit coupling strong enough to mix terms can spoil both labels. In either case the pair $(L,S)$ no longer labels every energy eigenstate. Some states may keep it as long as the field is treated within the configuration: the $^6S$ term has no other sextet in $d^5$ to mix with in an electrostatic field. In a real ion the field also mixes in sextets of other configurations, such as $d^4s$, and then this state too acquires an admixture of $L>0$. The theorem still counts the terms from which the eigenstates are built.

## The half-filled shell

At $N=2l+1$ the vacancy map leads back to the same configuration, and equality of the two lists tells us nothing new. The counting still gives its term of highest spin.

Let $N_+$ and $N_-$ be the numbers of electrons with spin up and spin down. For any $N$,

$$M_S=\tfrac12(N_+-N_-)\le\tfrac12(2l+1),$$

because there are $2l+1$ spin-up places and $N_-$ is not negative. A term of spin $S$ contains a state with $M_S=S$, so no term of the shell has $S>(2l+1)/2$.

Equality requires $N_+=2l+1$ and $N_-=0$, hence $N=2l+1$. The half-filled shell is the only occupation that reaches this spin. It does so with one determinant, in which every spin-up orbital is filled once, and

$$M_L=\sum_{m=-l}^{l}m=0 .$$

The top row of the count table is therefore $1$ at $M_L=0$ and $0$ elsewhere. In (2) the two counts with $S+1$ vanish. For $L=0$,

$$n_{2l+1}\left(0,\tfrac{2l+1}{2}\right)=1-0=1,$$

and for $L>0$ the result is $0-0=0$. So

$$\boxed{\,S_{\max}=\tfrac{2l+1}{2}\ \text{occurs once, with } L=0 \text{ and } 2S_{\max}+1=2l+2.\,}$$

The determinant itself shows why $L$ vanishes. The operator $L_+$ tries to raise the $m$ of one electron without changing its spin. The next spin-up orbital is already occupied, and from $m=l$ there is nowhere to go, so $L_+$ gives zero. The operator $L_-$ gives zero for the same reason. With $L_z$ also zero, the state is unchanged by any rotation of the orbital coordinates.

The smallest limit is $l=0$. One $s$ electron has $S=\tfrac12$ and $L=0$, which is the $^2S$ term predicted. For $p^3$ the formula gives $^4S$.

The single occurrence refers to the highest spin only; other S terms of lower spin may exist. The $d^5$ shell shows this. Listing its $\binom{10}{5}=252$ determinants gives, for $M_L=0,1,\dots,6$,

- $M_S=\tfrac52$: $1,0,0,0,0,0,0$
- $M_S=\tfrac32$: $5,4,3,2,1,0,0$
- $M_S=\tfrac12$: $16,14,12,8,5,2,1$

The first row is the $^6S$ term. The second minus the first is $4,4,3,2,1,0,0$, with neighbour differences $0,1,1,1,1,0,0$. These are $^4P$, $^4D$, $^4F$ and $^4G$. The third minus the second is $11,10,9,6,4,2,1$, with neighbour differences $1,1,3,2,2,1,1$. The doublets are therefore

$$^2S,\ {}^2P,\ {}^2D(3),\ {}^2F(2),\ {}^2G(2),\ {}^2H,\ {}^2I .$$

There are 16 terms, with $6+96+150=252$ states. Two of them are S terms, $^6S$ and $^2S$, and one has the highest spin.

## Molybdenum: adding an outer s electron

Molybdenum offers a half-filled $d$ shell in a neutral atom. We take its outer configuration to be $4d^5\,5s^1$; this is an input, not a result of the counting.

The $5s$ electron is in a different subshell, so the Pauli principle does not restrict its spin, whatever the $d$ electrons do. Each $d^5$ determinant combines with spin up or spin down, which gives $252\times2=504$ determinants.

Consider one $d^5$ term $(L,S)$. The $s$ electron leaves $M_L$ alone and shifts $M_S$ by $\pm\tfrac12$. For each $M_L$, the total spin projections $S+\tfrac12$ and $-S-\tfrac12$ each occur once, and every value between them occurs twice. This is the pattern of one spin $S+\tfrac12$ and one spin $S-\tfrac12$. Every term of $d^5$ has $S\ge\tfrac12$, so each gives two terms of the atom, 32 in all.

For the highest-spin term,

$$^6S\ \longrightarrow\ {}^7S,\ {}^5S .$$

The quartets give quintets and triplets, and the doublets give triplets and singlets. The configuration therefore has one septet, $^7S$, with $S=\tfrac52+\tfrac12=3$ and seven states.

Counting shows that this term exists and is the only one with $S=3$. It does not show that it lies lowest. That depends on the electron repulsion and on competing configurations, which do not enter the count.
